# Uncovered fraction of a two-dimensional channel during island growth of a dielectric

## The decision: how many cycles before the gate metal

A gate dielectric is to be grown by atomic layer deposition on a two-dimensional channel, and a cycle number must be chosen before the gate metal is put down. With too few cycles, metal touches bare channel. With too many, the oxide is thicker than needed and the gate loses capacitance. The choice depends on how the bare fraction falls with cycle number.

Take a flat, inert sheet. During each cycle new oxide islands appear at random places on the bare part, at a mean rate \(J\) per unit of bare area. An island starts with zero radius, and its circular rim advances by \(g\) per cycle. Both \(J\) and \(g\) are constant and uniform. There are no islands at \(N=0\), the sheet is much wider than \(gN\), and the cycle number is treated as a continuous time, which requires \(N\gg1\). The expected uncovered fraction is then

\[
U(N)=e^{-\Lambda(N)},\qquad \Lambda(N)=\frac{\pi}{3}Jg^2N^3 .
\]

With \(J\) in nm\(^{-2}\) per cycle and \(g\) in nm per cycle, \(\Lambda\) has no unit. The difficulty is overlap: islands run into each other, and covered ground produces no new ones. Two derivations deal with this in different ways.

## Births on covered ground can be added freely

Both derivations use one geometrical fact. Imagine birth events scattered over the whole sheet at rate \(J\) per unit of total area, independently of what is already covered. Events on bare ground are real islands. Events on covered ground are fictitious; call them phantoms, and let them grow like the others.

Let a phantom \(i\) be born at position \(\mathbf x_i\) and time \(t_i\), inside the disc of an older event \(j\). Then

\[
|\mathbf x_i-\mathbf x_j|\le g(t_i-t_j).
\]

At time \(N\), any point \(\mathbf x\) in the phantom's disc obeys \(|\mathbf x-\mathbf x_i|\le g(N-t_i)\). By the triangle inequality,

\[
|\mathbf x-\mathbf x_j|\le|\mathbf x-\mathbf x_i|+|\mathbf x_i-\mathbf x_j|
\le g(N-t_i)+g(t_i-t_j)=g(N-t_j).
\]

The point already lies in the older disc. If \(j\) is itself a phantom, the argument is repeated with a still older event; finitely many events lie within reach, so the chain ends at a real island. Phantoms therefore change the covered region nowhere. The covered region of the real process, whose births depend on earlier coverage, equals that of a process whose births are independent.

The proof uses zero starting radius and a common rim speed. If younger islands grew faster than older ones, a phantom could overtake the disc that contains it.

## First derivation: the chance that a point is missed

Fix a point of the sheet and ask whether it is bare at time \(N\). An event of age \(a=N-t\) has radius \(ga\), so it covers the point if it was born within distance \(ga\) of it. The dangerous births of age \(a\) fill a disc of area \(\pi g^2a^2\).

Divide area and time into small cells of size \(dA\,dt\). A cell contains an event with probability \(J\,dA\,dt\), up to terms of higher order, and the cells are independent. The point is bare if every dangerous cell is empty:

\[
U=\prod_{\text{dangerous cells}}(1-J\,dA\,dt).
\]

Take the logarithm and use \(\ln(1-\epsilon)=-\epsilon+O(\epsilon^2)\). The sum of the quadratic terms vanishes as the cells shrink, because each is smaller than the linear term by a factor of order \(J\,dA\,dt\). What remains is

\[
\ln U=-\int_0^N J\,\pi g^2a^2\,da=-\pi Jg^2\,\frac{N^3}{3}.
\]

This is the stated law. The factor \(1/3\) comes from averaging over ages: if all \(JN\) events per area had been born at the start, the exponent would be \(\pi Jg^2N^3\). Since every point of a uniform sheet has the same probability of being bare, that probability is also the expected bare fraction of the area.

For \(\Lambda\ll1\), \(U\approx1-\Lambda\), and \(\Lambda\) is the summed area of all discs per unit area, with overlap ignored. At later times \(\Lambda\) exceeds one while the covered fraction \(1-U\) cannot.

## Second derivation: the advance of the exposed rims

Now follow the loss of bare area from one moment to the next. Let \(\ell(N)\) be the length, per unit area of sheet, of those parts of the rims that border bare ground. In a short interval \(dN\) they sweep a strip of width \(g\,dN\), so

\[
\frac{dU}{dN}=-g\,\ell(N).
\]

Births add nothing at first order because islands start with zero area. Where two rims already meet, their strips overlap in an area of order \(dN^2\). Two discs that first touch during the interval overlap in an area of order \(dN^{3/2}\), and the number of such pairs is itself proportional to \(dN\). Both corrections vanish on division by \(dN\).

To find \(\ell\), first add the full perimeters of all events, phantoms included. Per unit area there are \(J\,da\) events with ages between \(a\) and \(a+da\), each of perimeter \(2\pi ga\):

\[
\ell_{\rm all}=\int_0^N J\,2\pi ga\,da=\pi JgN^2 .
\]

Only part of this length is exposed. Pick a point on the rim of one event. Knowing that this event exists says nothing about the others, because births in different cells are independent. The chance that none of the others covers the point is therefore the chance that an arbitrary point of the sheet is bare, which is \(U(N)\). The rim of a phantom is counted correctly too: it lies within an older disc, and this possibility is part of the chance \(1-U\) of being covered. Hence

\[
\ell=\pi JgN^2\,U,\qquad \frac{dU}{dN}=-\pi Jg^2N^2\,U .
\]

Divide by \(U\) and integrate from \(U(0)=1\):

\[
\ln U(N)=-\pi Jg^2\int_0^N n^2\,dn=-\frac{\pi}{3}Jg^2N^3 .
\]

The result is the same, and this road also gives the pace of closure. Define \(N_0=[3/(\pi Jg^2)]^{1/3}\), so that \(\Lambda=(N/N_0)^3\). Coverage grows fastest where \(N^2e^{-(N/N_0)^3}\) is largest. Setting the derivative of its logarithm to zero gives \(2/N=3N^2/N_0^3\), or \(N=(2/3)^{1/3}N_0\). There \(U=e^{-2/3}\approx0.51\): closure is fastest when about half the sheet is covered. Before that the exposed rim length increases; afterwards rims are buried faster than growth and new islands lengthen them.

## What each derivation assumes

Both need independent births, uniform \(J\), a common rim speed and zero starting radius. They differ in what survives when an assumption is dropped.

The first needs only a count of dangerous births. It does not need continuous time, so whole cycles can be treated by replacing the integral with a sum. It also extends to oxide height, because "covered" can be replaced by "covered to height \(z\)".

The second needs continuous growth and smooth rims. Its first equation, \(dU/dN=-g\ell\), makes no use of random births: it holds for any arrangement of islands with zero starting area and rim speed \(g\). Randomness enters only in \(\ell=U\ell_{\rm all}\). If births cluster, it is this second relation that fails.

The second road quickly gives another case. Suppose that, in addition, \(n_0\) randomly placed islands per area start at \(N=0\), for instance at defects. They add \(2\pi gN\,n_0\) to \(\ell_{\rm all}\), so

\[
\frac{d\ln U}{dN}=-\pi Jg^2N^2-2\pi n_0g^2N,
\qquad
U=\exp\!\left(-\frac{\pi}{3}Jg^2N^3-\pi n_0g^2N^2\right).
\]

The two terms are equal at \(N=3n_0/J\). Before that the initial islands dominate the exponent; after it the continuing births do.

## Worked example: oxide on a square channel

Take \(g=0.10\) nm per cycle and \(J=5.0\times10^{-4}\) nm\(^{-2}\) per cycle, or \(5.0\times10^{10}\) cm\(^{-2}\) per cycle. After 100 cycles

\[
\Lambda=\frac{\pi}{3}(5.0\times10^{-4})(0.10)^2(100)^3=5.236,
\qquad U=e^{-5.236}=0.53\,\% .
\]

The characteristic number is \(N_0=57.6\) cycles. Solving \(\Lambda=\ln(1/U)\) for the cycle number gives

\[
N(U)=N_0\,[\ln(1/U)]^{1/3}.
\]

Half coverage comes at 51 cycles and 1 % bare area at 96. The fall is steep: \(U\) is 32 % at 60 cycles, 6.9 % at 80 and 0.012 % at 120.

The late stage is also sensitive to the parameters. From \(\ln U=-\Lambda\) and \(\Lambda\propto Jg^2\), small changes obey

\[
\frac{\delta U}{U}=-\Lambda\left(\frac{\delta J}{J}+2\frac{\delta g}{g}\right).
\]

At 100 cycles a 1 % rise in \(g\), with \(J\) and \(N\) held fixed, lowers \(U\) by about 10 % of its value.

Real islands are born at rate \(JU\) per total area. With \(u=(N/N_0)^3\), so that \(dN=(N_0/3)u^{-2/3}du\), their final density is

\[
J\int_0^\infty e^{-(N/N_0)^3}dN=\frac{JN_0}{3}\int_0^\infty u^{-2/3}e^{-u}du
=JN_0\,\Gamma(4/3),
\]

where \(\tfrac13\Gamma(\tfrac13)=\Gamma(\tfrac43)\) was used. This is 0.0257 nm\(^{-2}\), or \(2.6\times10^{12}\) cm\(^{-2}\), that is, on average one island per square of side 6.2 nm.

The law was tested against a direct simulation on 24 periodic sheets of side 200 nm, in which births on covered ground were rejected. At 60 cycles the simulated bare fraction was \(31.81\pm0.27\) %, against 32.27 % from the formula; at 80 cycles it was \(6.80\pm0.16\) %, against 6.85 %. The uncertainties are standard errors. Restoring the rejected births left the time of covering unchanged at every probe point, as the phantom argument requires.

For a channel 1000 nm square whose surroundings nucleate like the channel itself, the expected bare area at 100 cycles is \(0.005322\times10^6\approx5300\) nm\(^2\). To bring it down to 1 nm\(^2\) requires \(U=10^{-6}\), hence \(N=57.59\,(13.82)^{1/3}\approx138\) cycles. So small a target depends strongly on the assumptions. If no islands form outside the channel, its edges close later and about 148 cycles are needed; with the uneven nucleation treated below (\(s=0.5\)) the number is about 286. That last figure comes from the far tail of the assumed distribution of rates: the bare area then lies in regions that nucleate at about 3 % of the mean rate, regions below 6 % occur only about once in \(10^4\), and most single channels contain none. It is an average over many devices and depends on the shape of the tail, not on \(s\) alone. Nor does an expected bare area of 1 nm\(^2\) mean that a device is free of pinholes. The expected bare area is the probability of having any hole multiplied by the mean bare area of the devices that have one. The law gives the product, not the two factors.

## Closed is not the same as thick enough

An area that is covered may still carry too little oxide. Let the islands be hemispheres of radius \(ga\). An event of age \(a\) at horizontal distance \(\rho\) gives oxide to height \(z\) above the point if \(\rho^2+z^2\le g^2a^2\). This needs \(a\ge z/g\), and the dangerous area becomes \(\pi(g^2a^2-z^2)\). The phantom argument still holds, since the triangle inequality applies in three dimensions. For \(0\le z\le gN\) the first derivation gives the exponent

\[
\Lambda(z,N)=\pi J\int_{z/g}^{N}(g^2a^2-z^2)\,da
=\pi J\left[\frac{g^2N^3}{3}-\frac{z^3}{3g}-z^2N+\frac{z^3}{g}\right],
\]

and, after the cubic terms are combined,

\[
\Lambda(z,N)=\pi J\left[\frac{g^2N^3}{3}-z^2N+\frac{2z^3}{3g}\right].
\]

The fraction bare or thinner than \(z\) is \(e^{-\Lambda(z,N)}\). At \(z=0\) it reduces to \(U\). At \(z=gN\) the bracket is \(g^2N^3(\tfrac13-1+\tfrac23)=0\) and the fraction is one, because no island is taller than \(gN\).

Let the gate carry 1 V and take 5 MV/cm, or 0.5 V/nm, as a rough breakdown field. A parallel-plate estimate with the local vertical thickness then requires 2 nm of oxide. At 100 cycles the bracket is \(3333-400+53=2987\) nm\(^2\) cycles, so the exponent is 4.69 and 0.92 % of the area is bare or has less than 2 nm of oxide straight above it. The bare area alone was 0.53 %. This understates the area at risk, because metal that fills a neighbouring hole or valley can be nearer to the channel than the metal straight above. The area with metal within 2 nm in any direction is about 3.4 % in this example, nearly four times as large. Tunnelling through the thin places is not included. The mean thickness, \(\int_0^{gN}[1-e^{-\Lambda(z,N)}]dz\), is 7.4 nm, less than the 10 nm height of an island born at the start.

## Where the assumptions give way

**Whole cycles.** Let births occur at the end of each cycle. An island born in cycle \(k\) has radius \(g(N-k)\), and the integral of \(a^2\) becomes

\[
\sum_{k=1}^{N}(N-k)^2=\frac{N(N-1)(2N-1)}{6}
=\frac{N^3}{3}\left(1-\frac{3}{2N}+\frac{1}{2N^2}\right).
\]

At 100 cycles the exponent falls from 5.236 to 5.158 and \(U\) rises from 0.53 % to 0.58 %. The direction of this shift depends on when births occur within a cycle: with births at the start of each cycle the exponent would instead rise to 5.315 and \(U\) would fall to 0.49 %. In both cases the cubic law is the leading term for large \(N\). For \(U\) itself to be accurate, the change in the exponent, about \(3\Lambda/(2N)\), must be small compared with one.

**Finite starting radius.** If islands start with radius \(r_0\), a phantom born near the rim of an older disc can stick out beyond it. Counting all phantoms then overstates the coverage and gives a lower bound on \(U\):

\[
U\ge\exp\!\left[-\pi J\int_0^N(r_0+ga)^2da\right]
=\exp\!\left[-\pi J\left(r_0^2N+r_0gN^2+\frac{g^2N^3}{3}\right)\right].
\]

The law for \(r_0=0\) is an upper bound. To see this, use the same events for both cases. An event accepted with starting radius \(r_0\) has a larger disc than its zero-radius counterpart. A rejected event \(i\) lies within \(r_0+g(t_i-t_j)\) of an accepted one \(j\), and by the triangle inequality its zero-radius disc lies inside that of \(j\). For \(r_0=0.3\) nm and 100 cycles, \(U\) lies between 0.33 % and 0.53 %.

At 60 cycles the lower bound is 27.0 %, while the simulation of the true process gave \(26.67\pm0.20\) %. The sampled mean lies below the bound by 1.7 standard errors. The bound applies to the expected value, and the same set of sheets also came out low for \(r_0=0\), so sampling scatter is enough to account for this. When the covering times were compared for the same set of events, the required ordering held at every probe point. In this case the true fraction is close to the lower bound, at a distance that this comparison with the formula does not resolve.

**Uneven nucleation.** Let the local rate be \(qJ\), where \(q\) has mean one and varies over distances much longer than \(gN\). Each region follows the law with its own rate, so the average is \(\langle e^{-q\Lambda}\rangle\). Since the exponential is convex, this is never below \(e^{-\Lambda}\): unevenness of this kind leaves more bare area at the same mean rate. For a gamma distribution of relative standard deviation \(s\), put \(k=1/s^2\):

\[
\langle e^{-q\Lambda}\rangle=\frac{k^k}{\Gamma(k)}\int_0^\infty q^{k-1}e^{-(k+\Lambda)q}dq
=\left(\frac{k}{k+\Lambda}\right)^{k}=(1+s^2\Lambda)^{-1/s^2}.
\]

With \(s=0.5\) the bare fraction at 100 cycles is 3.5 %, more than six times the uniform value. The poorly nucleating regions dominate the average.

## Beside a real channel

The example has the regime of aluminium oxide grown on MoS\(_2\) in mind. A growth of about 0.1 nm per cycle is a rough typical value for that oxide. The rate \(J\) is not a material constant: it depends on temperature, precursor exposure and surface preparation, and the value here is a round choice that closes the film near 100 cycles. The MoS\(_2\) surface has few reactive sites away from defects and edges, so the assumption most open to doubt is uniform random nucleation on a sheet without initial islands. An initial density of \(10^{12}\) cm\(^{-2}\), a plausible order of magnitude for active defects, adds 3.14 to the exponent and lowers \(U\) at 100 cycles from 0.53 % to 0.023 %. Uneven nucleation moves it the other way, to 3.5 % in the case above. Edges matter less at 100 cycles: if the surrounding substrate is covered from the start, oxide reaches 10 nm inward from each of two opposite edges, or 2 % of the width. If instead no islands form on the surroundings, the expected bare area of the 1000 nm square channel rises by about 9 %.

In this example, the shifts from initial islands and uneven nucleation outweigh the correction for whole cycles: 1 % bare area is reached at about 79 cycles with the initial islands above and at about 118 with the uneven nucleation above, while counting whole cycles changes the 96 by about one at most. The 96 cycles for 1 % bare area apply to the stated \(J\) and \(g\) with uniform nucleation and no initial islands. A real process needs its own growth per cycle, nucleation rate and initial island density measured, together with their spatial variation, before the formula can set a cycle number.

## Table of computed values

```
Nucleation rate J = 5.0e-04 nm^-2 per cycle
  the same = 5.0e+10 cm^-2 per cycle
Radial growth g = 0.10 nm per cycle
Characteristic cycle number N0 = 57.59 cycles
N = 20 cycles: exponent 0.0419, uncovered 95.8977 %
N = 40 cycles: exponent 0.3351, uncovered 71.5264 %
N = 60 cycles: exponent 1.1310, uncovered 32.2719 %
N = 80 cycles: exponent 2.6808, uncovered 6.8507 %
N = 100 cycles: exponent 5.2360, uncovered 0.5322 %
N = 120 cycles: exponent 9.0478, uncovered 0.0118 %
Cycles to reach 50 % uncovered = 51.0
Cycles to reach 1 % uncovered = 95.8
Final island density = 0.0257 nm^-2
  the same = 2.57e+12 cm^-2
Mean island spacing, density^(-1/2) = 6.24 nm
Simulation: 24 sheets of side 200 nm
  N = 40: simulated 71.44 +- 0.21 %, formula 71.53 %
  N = 60: simulated 31.81 +- 0.27 %, formula 32.27 %
  N = 80: simulated 6.80 +- 0.16 %, formula 6.85 %
  islands at N = 100: simulated 0.02580 +- 0.00010, formula 0.02570 nm^-2
  below 2 nm at N = 60: simulated 43.01 +- 0.32 %, formula 43.27 %
  mean height at N = 60: simulated 2.333 +- 0.013, formula 2.322 nm
  N = 40 with defects: simulated 43.65 +- 0.33 %, formula 43.27 %
  N = 60 with seed radius, true process: 26.67 +- 0.20 %
  N = 60 with seed radius, lower bound: 27.01 %
Effects at N = 100 cycles; basic law gives 0.532 % uncovered
  whole cycles: exponent 5.1577, uncovered 0.575 %
  seed radius 0.3 nm: lower bound 0.328 %
  initial defects 0.01 nm^-2 = 1e+12 cm^-2
  defect part of exponent 3.1416, uncovered 0.0230 %
  uneven J, relative spread 0.5: uncovered 3.518 %
  growth reach gN = 10.0 nm; channel side 1000 nm
  width reached from two opposite edges = 2.0 %
Mean oxide thickness at N = 100: 7.43 nm
Gate voltage 1.0 V, breakdown field 5.0 MV/cm
Least thickness that holds the voltage = 2.00 nm
Area bare or thinner than that = 0.917 %
Expected bare area in the channel = 5322 nm^2
Cycles until the expected bare area is 1 nm^2 = 138.2
```
